\section*{Local-moment resonance in a metal: g shift, Korringa width and bottleneck, part 1}

(Sections cited here and not found follow in the second part.)

\section{One moment in an electron bath: shift, width and the return current}

\subsection{The situation}

A magnetic atom with a pure spin moment (no orbital part, no crystal-field splitting), dissolved in a metal above any Kondo scale, gives a spin resonance line near the field expected for its free spin. The conduction electrons act on this line in two ways. The line is displaced, because the field polarizes the conduction electrons and these act on the moment through exchange. Its width also gains a term proportional to the temperature, because electrons scatter from the moment and exchange spin with it. For a point-like exchange with non-interacting electrons both effects are fixed by one constant, so the displacement predicts this width. The prediction assumes, however, that the electrons dispose of the spin they receive. If they cannot, they return it to the moments, and it is unclear what remains of either effect.

I start with a single moment and electrons held in equilibrium, then let the electron spins leave equilibrium, and finally solve for the coupled motion.

The Hamiltonian is
\begin{equation}
H=H_{\rm band}+g\mu_B\mathbf B\cdot(\mathbf S+\mathbf s_{\rm tot})-J\,\mathbf S\cdot\mathbf s(0),
\label{H}
\end{equation}
with $\mathbf B$ along $z$. Spins are in units of $\hbar$, and $\mathbf s(0)$ is the electron spin on the atom that carries the moment. Positive $J$ is ferromagnetic. Both spins have $g=2$. The Zeeman energy has a plus sign, so spins tend to point against the field and magnetic moments along it. The density of states $\rho$ is counted per atom and for one spin direction, at the Fermi level. I work to the lowest order in $J$ that gives each effect. This requires $|J|\rho\ln(E_F/k_BT)\ll1$, which for antiferromagnetic exchange means temperatures far above the Kondo scale. I also assume no electron--electron enhancement and $g\mu_BB\ll k_BT\ll E_F$.

\subsection{The shift}

Let $e=g\mu_BB$. An electron with $s_z=\pm\frac12$ has its energy moved by $\pm e/2$. Raising a band by a small energy $u$ at fixed chemical potential removes $\rho u$ electrons per atom, so
\[
N_\uparrow=N_0-\tfrac12\rho e,\qquad N_\downarrow=N_0+\tfrac12\rho e .
\]
The total number is unchanged to first order in $e$, which is why the chemical potential can be held fixed. The polarization is
\begin{equation}
\langle s_z\rangle=\tfrac12(N_\uparrow-N_\downarrow)=-\tfrac12\rho\,g\mu_BB .
\label{pauli}
\end{equation}
To first order in $J$ the moment feels the average of the exchange term:
\[
g\mu_BB\,S_z-J\langle s_z\rangle S_z=g\mu_BB\left(1+\tfrac12J\rho\right)S_z .
\]
The two minus signs cancel, and ferromagnetic exchange raises $g$:
\begin{equation}
\Delta g=\tfrac12gJ\rho=J\rho\qquad(g=2).
\label{dg}
\end{equation}

Take a model metal with $J=0.1$ eV and $\rho=0.25$ per eV, atom and spin. Then $\Delta g=0.1\times0.25=0.025$. This was tested without using \eqref{pauli}. The moment was attached to the end of a long chain of atoms, the electron levels were found by diagonalization for $S_z=+\frac12$ and $S_z=-\frac12$ with the longitudinal exchange included, and the difference of the two free energies was taken as the splitting. At $k_BT=0.03$ eV this gives $\Delta g=0.02499$.

The chain confirms the first-order term only, because it leaves out spin flips. In the next order these change the shift by a relative amount of about $-J\rho\ln(E_F/k_BT)$, the first of the Kondo logarithms. For the model metal at 20 K, whose Fermi level lies about 1.1 eV above the band bottom, this is a reduction of roughly 16\% (20\% for $E_F=5$ eV). The width is quadratic in $J$, so its relative correction is about twice as large. The numbers below therefore illustrate the lowest-order formulas; their digits are not a prediction of that accuracy for a real metal.

\subsection{Spin flips by thermal electrons}

The part of the exchange that changes $S_z$ is
\[
-\tfrac J2\left(S^-s^++S^+s^-\right),\qquad s^+=c^\dagger_{0\uparrow}c_{0\downarrow}.
\]
The moment goes from $m$ to $m-1$ while an electron goes from down to up. The squared matrix element of $S^-$ is $a_m=S(S+1)-m(m-1)$; that of $S^+$ is $b_m=S(S+1)-m(m+1)$. Each of the two band states has weight $1/N$ on the atom, $N$ being the number of atoms, so the sums over initial and final states become integrals with the density of states per atom.

In the simplest case the Zeeman energies are negligible and the electrons are in equilibrium. The golden rule gives
\[
W_{m\to m-1}=w\,a_m,\quad W_{m\to m+1}=w\,b_m,\quad
w=\frac{2\pi}{\hbar}\frac{J^2}{4}\rho^2\!\int\! f(1-f)\,d\varepsilon .
\]
Since $f(1-f)=-k_BT\,df/d\varepsilon$ and $f$ falls from 1 to 0, the integral is $k_BT$. Only electrons within about $k_BT$ of the Fermi level find an empty final state, and this is the source of the linear temperature dependence. With populations $p_m$,
\[
\frac{d\langle S_z\rangle}{dt}=-w\sum_mp_m(a_m-b_m)=-2w\langle S_z\rangle,
\]
because $a_m-b_m=-m(m-1)+m(m+1)=2m$. The relaxation rate of the moment to the electrons is therefore
\begin{equation}
\delta_{ds}=2w=\frac{\pi}{\hbar}(J\rho)^2k_BT .
\label{korringa}
\end{equation}
It does not depend on $S$: a larger spin has larger matrix elements but also more to lose.

\subsection{From longitudinal decay to linewidth}

The linewidth is the decay rate of the transverse spin, which is also disturbed by the longitudinal coupling $S_zs_z$. I therefore treat the three components together. The perturbation is $V=-J\sum_aS_as_a$, with $s_a$ the fluctuation about the mean already used in \eqref{dg}. Iterating the equation for the density matrix once and tracing over the electrons gives
\[
\dot\varrho=-\frac1{\hbar^2}\int_0^\infty\! d\tau\,{\rm Tr}_e\big[V(t),[V(t-\tau),\varrho\,\varrho_e]\big].
\]
This holds if the electron noise forgets its past before $\varrho$ changes, and it does so in a time of order $\hbar/k_BT$. Within that time the moment hardly precesses, since $g\mu_BB\ll k_BT$, and hardly relaxes, since $\hbar\delta_{ds}/k_BT=\pi(J\rho)^2\ll1$.

Write $\langle s_a(\tau)s_b(0)\rangle=\delta_{ab}C(\tau)$. The double commutator then produces
\[
{\rm Re}\,C\,[S_a,[S_a,\varrho]]+i\,{\rm Im}\,C\,[S_a,\{S_a,\varrho\}] .
\]
The second term equals $i\,{\rm Im}\,C\,[S_a^2,\varrho]$. Its sum over $a$ vanishes because $\sum_aS_a^2=S(S+1)$ is a number. In the first term $C(-\tau)=C(\tau)^*$ allows $\int_0^\infty{\rm Re}\,C\,d\tau=\frac12\hat C$, where $\hat C=\int_{-\infty}^{\infty}C\,d\tau$. Hence
\[
\frac{d\langle S_b\rangle}{dt}=-\frac{J^2\hat C}{2\hbar^2}\sum_a\langle[S_a,[S_a,S_b]]\rangle .
\]
For $b=z$ the terms $a=x$ and $a=y$ each return $S_z$, and $a=z$ gives nothing. The sum is $2S_z$, and by rotation it is $2S_b$ for every component. All three components decay at the rate $J^2\hat C/\hbar^2$.

It remains to find $\hat C$. For independent electrons
\[
C(\tau)=\tfrac12\int\!\rho f\,e^{i\varepsilon\tau/\hbar}d\varepsilon\int\!\rho(1-f)\,e^{-i\varepsilon'\tau/\hbar}d\varepsilon' ,
\]
where $\frac12$ is the spin trace ${\rm Tr}(\sigma_x^2)/4$. Integration over $\tau$ gives $2\pi\hbar\,\delta(\varepsilon-\varepsilon')$, so $\hat C=\pi\hbar\rho^2k_BT$. The rate is $\pi(J\rho)^2k_BT/\hbar$, the same as \eqref{korringa}. A test that integrates $C(\tau)$ over time for the levels of the chain gives 0.999 times this formula.

A transverse spin decaying as $e^{-\delta_{ds}t}$ has a Lorentzian line of half width $\delta_{ds}$ at half maximum in angular frequency. In field units, neglecting the relative correction $\Delta g/g$ in the conversion,
\begin{equation}
\Delta B=\frac{\hbar\delta_{ds}}{g\mu_B}=\frac{\pi(\Delta g)^2k_BT}{g\mu_B}.
\label{width}
\end{equation}
The last form uses $\Delta g=J\rho$, hence $g=2$. The shift is linear in $J$ and carries its sign; the width is quadratic and does not.

For the model metal at $T=20$ K, $k_BT=1.7235$ meV. At $B=0.34$ T the Zeeman energy is 0.03936 meV, so $g\mu_B=0.1158$ meV/T and
\[
\Delta B=\frac{\pi\times0.025^2\times1.7235}{0.1158}\ {\rm T}=29.2\ {\rm mT},
\]
or 1.46 mT per kelvin. The rate is $\delta_{ds}=5.14\times10^9$ s$^{-1}$.

\subsection{What the electrons receive}

Each flip of a moment deposits one unit of spin in the electron system. I now allow both systems to be slightly out of equilibrium. Let $e_d$ and $e_s$ be the splittings of the moment and of the electrons, including any average exchange field, and let $\mu_\uparrow,\mu_\downarrow$ be the levels up to which the two bands are filled, measured in band energy.

When $m\to m-1$ the moment releases $e_d$. The electron goes from band energy $\varepsilon$, spin down, to $\varepsilon'$, spin up. Energy conservation reads
\[
\varepsilon-\tfrac12e_s+e_d=\varepsilon'+\tfrac12e_s,\qquad\text{so}\quad\varepsilon'=\varepsilon+e_d-e_s .
\]
Define
\[
I_1=\int f_\downarrow(\varepsilon)[1-f_\uparrow(\varepsilon')]\,d\varepsilon,\qquad
I_2=\int f_\uparrow(\varepsilon')[1-f_\downarrow(\varepsilon)]\,d\varepsilon .
\]
The products $f_\downarrow f_\uparrow$ cancel in the difference, leaving the distance between two Fermi steps:
\[
I_1-I_2=z,\qquad z=\mu_\downarrow-\mu_\uparrow+e_d-e_s .
\]
Exchanging the two Fermi functions exchanges $I_1$ and $I_2$ and reverses $z$. Their sum is thus even in $z$ and equals $2k_BT$ to first order.

With $A=\sum p_ma_m$ and $A'=\sum p_mb_m$, we have $A-A'=2\langle S_z\rangle$. For nearly equal populations $\langle m^2\rangle=S(S+1)/3$, so $A+A'=2[S(S+1)-\langle m^2\rangle]=\frac43S(S+1)$. Then
\begin{align*}
AI_1-A'I_2&=\tfrac12(A-A')(I_1+I_2)+\tfrac12(A+A')(I_1-I_2)\\
&=2k_BT\langle S_z\rangle+\tfrac23S(S+1)\,z .
\end{align*}
Multiplication by $-(2\pi/\hbar)(J^2/4)\rho^2$ gives
\begin{equation}
\frac{d\langle S_z\rangle}{dt}=-\delta_{ds}\left[\langle S_z\rangle+\frac{S(S+1)}{3k_BT}\,z\right].
\label{current}
\end{equation}
The equilibrium values in the given splittings are $S_{\rm eq}=-S(S+1)e_d/3k_BT$ and $s_{\rm eq}=-\frac12\rho e_s$, while the actual electron spin is $\langle s_z\rangle=\frac12\rho(\mu_\uparrow-\mu_\downarrow)$. Therefore
\[
z=e_d-\frac2\rho\left(\langle s_z\rangle-s_{\rm eq}\right).
\]
Let there be $c$ moments per atom. Multiplying \eqref{current} by $c$ and inserting $z$,
\begin{equation}
c\,\frac{d\langle S_z\rangle}{dt}=-\delta_{ds}\,c\left(\langle S_z\rangle-S_{\rm eq}\right)+\delta_{sd}\left(\langle s_z\rangle-s_{\rm eq}\right),
\label{flow}
\end{equation}
\begin{equation}
\delta_{sd}=c\,\delta_{ds}\frac{2S(S+1)}{3\rho k_BT}=\frac{2\pi}{3\hbar}\,cJ^2\rho S(S+1).
\label{overhauser}
\end{equation}
The electron spin per atom changes by the opposite amount, so $\delta_{sd}$ is the rate at which electrons lose spin to the moments, the Overhauser rate. It is proportional to the concentration and independent of temperature.

The flow law \eqref{flow} was tested against direct Fermi integrals, with each of the four displacements alone and with all together.

In the limit where the electrons stay in equilibrium, the second term vanishes and the Korringa result returns. For the model metal with $S=\frac52$ and $c=0.001$, however, $\delta_{sd}=6.96\times10^{10}$ s$^{-1}$, which is 13.5 times $\delta_{ds}$. An electron spin returns to the moments quickly. Equations \eqref{dg} and \eqref{width} apply to the resonance only if some other process removes it faster still.

\section{Coupled motion and the bottleneck}

\subsection{Symbols and results carried over}

Moments of spin $S$ and concentration $c$ per atom are coupled by exchange $J$ to electrons with density of states $\rho$ per atom and spin; both have $g=2$. With electrons in equilibrium, $\Delta g=J\rho$ and the width is $\delta_{ds}=\pi(J\rho)^2k_BT/\hbar$. Electrons lose spin to the moments at $\delta_{sd}=(2\pi/3\hbar)cJ^2\rho S(S+1)$. The spin flow between the two systems is linear in the deviation of each from equilibrium in its own local field.

Let $\gamma=g\mu_B/\hbar$ and $\omega_0=\gamma B$. The magnetizations per atom are $\mathbf M_d=-g\mu_Bc\langle\mathbf S\rangle$ and $\mathbf M_s=-g\mu_B\langle\mathbf s\rangle$. The bare susceptibilities are
\[
\chi_{d0}=c(g\mu_B)^2\frac{S(S+1)}{3k_BT},\qquad \chi_{s0}=\tfrac12(g\mu_B)^2\rho .
\]
Comparison with the ratio of the two rates shows detailed balance,
\begin{equation}
\delta_{sd}\,\chi_{s0}=\delta_{ds}\,\chi_{d0}.
\label{db}
\end{equation}

\subsection{Hasegawa's equations}

In mean field the exchange energy of a moment is $-J\mathbf S\cdot\langle\mathbf s\rangle=g\mu_B\mathbf S\cdot\lambda\mathbf M_s$ with $\lambda=J/(g\mu_B)^2$. The electrons feel the average over all atoms, with the same $\lambda$. The local fields are
\[
\mathbf H_d=\mathbf B+\lambda\mathbf M_s,\qquad \mathbf H_s=\mathbf B+\lambda\mathbf M_d .
\]
Abbreviate the deviations as $\mathbf X=\mathbf M_d-\chi_{d0}\mathbf H_d$ and $\mathbf Y=\mathbf M_s-\chi_{s0}\mathbf H_s$. For $g\mu_BB\ll k_BT$ collisions have no preferred direction, so the flow law holds for each vector component. The electrons also lose spin to the lattice at a rate $\delta_{sL}$, for instance by spin--orbit scattering. Direct relaxation of the moments to the lattice, inhomogeneous broadening and spatial variation are left out. Then
\begin{align}
\dot{\mathbf M}_d&=\gamma\mathbf H_d\times\mathbf M_d-\delta_{ds}\mathbf X+\delta_{sd}\mathbf Y,\label{h1}\\
\dot{\mathbf M}_s&=\gamma\mathbf H_s\times\mathbf M_s+\delta_{ds}\mathbf X-(\delta_{sd}+\delta_{sL})\mathbf Y.\label{h2}
\end{align}
The order $\mathbf H\times\mathbf M$ follows from the positive sign of the Zeeman term for spins.

With the electrons held in equilibrium, exchange gives the line a shift $\Delta g=J\rho$ and the Korringa width, but the electrons can return the spin they receive to the moments, and the equations for the coupled motion are now set up. It remains to solve them and find how shift and width depend on the rate $\delta_{sL}$ at which the electrons lose spin to the lattice.

All numerical values are calculated from the stated model.
